Strain Dependence of the Oxygen-Vacancy Formation Energy: Two Derivations

**The result**

When a crystal containing a neutral oxygen vacancy is given a small homogeneous strain ε, the formation energy of the vacancy changes as

E_f(ε) = E_f(0) − Σ_ij P_ij ε_ij + O(ε²).  (1)

P is the elastic dipole tensor of the vacancy. It is an energy, and it measures the stress that the vacancy produces in a crystal whose outer shape is held fixed:

P_ij = −V σ_ij.  (2)

Here V is the volume of the crystal or periodic cell, and σ is the mean stress of the relaxed, defective cell kept in the stress-free shape of the perfect one. Tensile stress and extension are positive. The sum runs over all nine components, so each shear pair, such as xy and yx, counts twice.

A vacancy with positive P pushes outward, and stretching the crystal makes it cheaper. One with negative P pulls inward, and stretching makes it dearer.

**What is held fixed**

Let E_D be the energy of the cell with one oxygen atom missing and E_0 that of the perfect cell, both relaxed at the same strain. The removed atom goes to a reservoir of chemical potential μ, so

E_f(ε) = E_D(ε) − E_0(ε) + μ.  (3)

The reservoir lies outside the strained film, for instance in an annealing gas. Hence μ does not depend on ε and drops out of the slope. If μ were fixed by another strained solid, its own strain dependence would have to be added.

The strain is a symmetric tensor that carries a point s to (1+ε)s. The vacancy keeps its charge and electronic state and stays in one stable configuration that changes smoothly with strain.

**First derivation: the minimum of the energy**

Write the atomic positions as (1+ε)(R+u). R denotes the perfect sites and u the internal displacements, measured before the homogeneous map is applied. Let W(u,ε) be the energy of the defective cell for any u. The ions relax, so

E_D(ε) = W(u*(ε),ε), with ∂W/∂u = 0 at u = u*(ε).  (4)

By the chain rule,

dE_D/dε_ij = ∂W/∂ε_ij + (∂W/∂u)·(du*/dε_ij) = ∂W/∂ε_ij.  (5)

The second term vanishes because the forces vanish at the minimum. The ions do move further as the strain is applied, but this motion does not affect the initial slope. The derivative must still be taken at the relaxed positions u*(0). Relaxation around the vacancy at zero strain therefore does affect P.

The further motion appears at second order. Take strain along a fixed direction with amplitude q, and let subscripts denote partial derivatives. The condition W_u = 0 holds at every q, so its total derivative is zero:

W_uq + W_uu (du*/dq) = 0, hence du*/dq = −W_uu⁻¹ W_uq.

Equation (5) gives dE_D/dq = W_q. Differentiating once more,

d²E_D/dq² = W_qq + W_qu (du*/dq) = W_qq − W_qu W_uu⁻¹ W_uq.  (6)

At a stable minimum W_uu is positive, apart from rigid translations, which are excluded. The subtracted term cannot be negative, so ionic response lowers the curvature or leaves it unchanged.

To see that the slope is a stress, take an energy made of pair bonds φ(r). A bond vector s becomes d = (1+ε)s, with length r. From r² = d·d,

r dr = Σ_i d_i dd_i = Σ_ij d_i s_j dε_ij.

At ε = 0 we have s = d, so the energy of the bond changes by

dφ = φ′(r) dr = Σ_ij [φ′(r) d_i d_j / r] dε_ij.

Summing over bonds gives

∂W/∂ε_ij = Σ_bonds φ′(r) d_i d_j / r = V σ_ij.  (7)

A stretched bond has φ′ > 0 and contributes tension, as the sign convention requires. Other forms of energy lead to other expressions for the stress, but (5) does not depend on the pair form.

The same argument applies to the perfect cell. Its stress is zero at ε = 0, so dE_0/dε_ij = 0 there. Equations (3), (5) and (7) then give

dE_f/dε_ij at ε = 0 = V σ_ij − 0 = −P_ij.

A Taylor expansion of E_f to first order is equation (1). If the host already carries a stress σ⁰ in the reference shape, its slope is Vσ⁰ instead of zero. The same subtraction then gives P = −V(σ − σ⁰).

**Second derivation: a closed cycle of work**

The second route uses conservation of energy and the work done at the boundary, without internal coordinates. An unstrained perfect crystal can be turned into a strained crystal with a vacancy in two orders.

Along the first path the vacancy is made at zero strain, at cost E_f(0), and the defective crystal is then strained by work A_D. Along the second, the perfect crystal is strained by work A_0, and the vacancy is then made at fixed strain, at cost E_f(ε). Both costs include the atom delivered to the reservoir. The initial and final states agree, so

E_f(0) + A_D = A_0 + E_f(ε),

E_f(ε) = E_f(0) + A_D − A_0.  (8)

It remains to find the work. Let the boundary of a block be displaced by du_i = Σ_j dε_ij x_j. The outward normal is n and the local stress is σ(x), so the force per area on the boundary is Σ_k σ_ik n_k. The work is

dA = ∮ Σ_ijk σ_ik n_k dε_ij x_j dS.

The divergence theorem turns this into a volume integral:

dA = Σ_ij dε_ij ∫ Σ_k ∂_k(σ_ik x_j) dV
= Σ_ij dε_ij ∫ [Σ_k (∂_k σ_ik) x_j + σ_ij] dV.

In mechanical equilibrium without body forces Σ_k ∂_k σ_ik = 0. The first term vanishes, leaving

dA = V Σ_ij σ̄_ij dε_ij,  (9)

where σ̄ is the mean stress. In a periodic cell the boundary may have an additional periodic displacement. Opposite faces carry opposite tractions, so the work of that part cancels.

For a finite strain, let T_ij(ε) be the work per original volume and per unit of dε_ij. At ε = 0 it equals the mean stress. Equation (2) thus fixes its initial value in the defective crystal, and to first order in strain

T_D = −P/V + C_D:ε,  T_0 = C:ε.  (10)

C_D and C are the stiffness tensors of the two crystals, defined by these slopes, and the colon denotes contraction. The perfect crystal has no constant term because it starts free of stress.

Apply the strain in proportion, as λε with λ running from 0 to 1. Then

A_D = V ∫₀¹ (−P/V + λ C_D:ε):ε dλ = −P:ε + ½V ε:C_D:ε,

A_0 = V ∫₀¹ (λ C:ε):ε dλ = ½V ε:C:ε,

each up to cubic terms. Inserting both in (8),

E_f(ε) = E_f(0) − P:ε + ½V ε:(C_D − C):ε + O(ε³).  (11)

The linear term is the result sought. The minus sign comes from (2): a crystal under compression from an outward-pushing defect does work on its surroundings when it is allowed to expand.

The quadratic term expresses the change of stiffness caused by the vacancy in the fixed, prestressed shape. The stiffness of the released defective crystal differs from C_D at the same order in 1/V. In the 3×3×3 cell of the model below, the vacancy changes the energy curvature under isotropic strain by −362 eV at fixed shape and by −313 eV after release. For dilute defects C_D − C is proportional to the defect fraction, hence to 1/V. The product V(C_D − C) then stays finite, as a property of one defect should.

**What each derivation assumes**

The first derivation needs a differentiable energy function and a stable minimum for the ions. It gives P from one relaxed configuration and identifies which part of the relaxation matters. As written, it treats static ions and omits thermal and zero-point motion.

The second needs a reversible path, a local stress in mechanical balance and the same final state along both orders. It needs no bond model. At constant temperature the reversible work equals the change of Helmholtz free energy. If E_f is replaced by a free energy of formation, (8) still holds, with P obtained from the thermally averaged stress. Any thermal stress of the host must be subtracted, as for σ⁰ above.

Both fail if the vacancy changes charge or jumps irreversibly to another configuration during straining. If equivalent orientations stay in thermal equilibrium with one another, the free-energy form of the second derivation still holds, with P averaged over them. Neither requires the crystal around the vacancy to be harmonic. That would be an additional assumption, useful for calculating P but not for proving (1).

**Symmetry and relaxation volume**

An oxygen site in the cubic fluorite structure has four cation neighbours at the corners of a regular tetrahedron. If the vacancy keeps this symmetry, no direction is preferred and P_ij = pδ_ij. Then

ΔE_f = −p(ε_xx + ε_yy + ε_zz),  (12)

and pure shear has no linear effect. A vacancy state of lower symmetry has several equivalent orientations with rotated dipole tensors. Strain can split their energies.

Each orientation obeys (1) separately. The lowest energy among them generally has a kink at zero strain, because the favoured orientation changes when the strain is reversed. This is a case in which following the lowest state, instead of one fixed state, breaks the linear law.

The trace of P also gives the volume change when the cell is released. For a cubic host with bulk modulus B and isotropic strain e, the volume strain is 3e. Neglecting the stiffness change of the defective cell, the energy change is

ΔE_D = −tr(P)e + ½BV(3e)² = −tr(P)e + (9/2)BVe².

Setting the derivative with respect to e to zero gives e = tr(P)/(9BV), and therefore

ΔV = 3eV = tr(P)/(3B).  (13)

Inserting this e shows that the energy released by isotropic strain is [tr(P)]²/(18BV). A dipole of lower symmetry releases more, because the cell also changes shape, but that part likewise scales as 1/V. The released energy vanishes as V grows. For an isolated vacancy in a very large crystal, holding the shape fixed or leaving it free thus gives the same formation energy at zero applied stress.

**A strained oxide film**

The example is a fluorite-structured MO₂ crystal with lattice constant 0.510 nm and 96 atoms in the perfect cell. Its atoms are joined by classical bonds with

φ = −depth + tx + ½kx² − gx³/6, x = r − r₀.

The M–M, M–O and O–O bonds have r₀ = 0.3606, 0.2208 and 0.2550 nm, k = 100, 500 and 300 eV/nm², and t = −1, 10 and −10.133 eV/nm. For all of them g/k = 30 nm⁻¹. The M–O depth is 2.5 eV, the others are zero, and μ = −4 eV. The O–O preload t was set to make the perfect crystal stress-free.

Before any relaxation, removing an oxygen atom removes four stretched M–O bonds and six compressed O–O bonds. The perfect cell has zero total stress, so the stress left behind is minus that of the removed bonds. Equations (2) and (7) give

p = [4(10)(0.2208) − 6(10.133)(0.2550)]/3 = −2.22 eV.

The lost repulsion between oxygen atoms outweighs the lost M–O attraction, and the cell pulls inward. Relaxation changes the dipole to p = −2.605 eV, a change of 17% relative to the unrelaxed value.

The second state has an additional pull of 5 eV/nm between two of the four neighbouring cations. It stands in for a state of lower symmetry, such as electrons localized between them might produce; the model itself contains no electrons. With the pair along [110], P_xx = P_yy = −3.766 eV, P_zz = −2.700 eV and P_xy = −1.336 eV. This orientation lies in the film plane. A tilted one, with its pair along [011], has the same values with x and z exchanged.

Equation (1) was tested on these three cases under four general strains, including shear, with components up to 10⁻⁴. Slopes from differences of relaxed energies agreed with −P:ε from the stress to 3×10⁻⁶ eV per unit strain amplitude. For the in-plane state in one of these directions, the slope of E_D was 6.496 eV whether the ions were frozen at their zero-strain relative positions or relaxed again. The curvature fell from 6460 to 6335 eV on relaxation, in accordance with (5) and (6).

Now stretch an (001) film by 1% along both in-plane axes. Its upper surface is free, so the normal stress is zero:

C11 ε_zz + 2C12 ε_xx = 0.

With C11 = 373.3 GPa and C12 = 127.5 GPa,

ε_zz = −2(127.5/373.3)(1%) = −0.683%.

The trace is 2 − 0.683 = 1.317%. For the symmetric vacancy, (12) gives

ΔE_f = −(−2.605 eV)(0.01317) = 0.0343 eV.

For the in-plane state,

ΔE_f = 2(3.766)(0.01) − 2.700(0.00683) = 0.0569 eV,

and for the tilted state,

ΔE_f = (2.700 + 3.766)(0.01) − 3.766(0.00683) = 0.0389 eV.

The shear components of P do not contribute because this strain has no shear. Tension raises all three energies, but raises the in-plane orientation more.

**How far the linear law reaches**

The energies recalculated at 1% strain rise by 0.0237, 0.0464 and 0.0286 eV, in the same order. These values keep ε_zz at the linear estimate of −0.683%, which leaves a normal stress of −0.056 GPa. Zero normal stress needs −0.668% and gives 0.0241, 0.0469 and 0.0293 eV. The comparison below uses the first set, so that linear and full values refer to the same strain. For the symmetric vacancy the linear law overestimates the rise by 0.0106 eV, or 45% of the full change. A strain of 1% is small for the lattice but not small enough for an accurate linear estimate of this absolute shift.

The remainder is nevertheless of the expected order. When the strain was halved from 0.1% to 0.05%, it fell by a factor of 3.997 in each case.

Part of the remainder can be traced directly to the removed bonds. For a bond of direction n under qe, with e = diag(1, 1, −0.683), let a = n·e·n. Expanding r = r₀[1 + 2qa + q²|en|²]^½ gives r′ = r₀a and r″ = r₀(|en|² − a²) at q = 0. The second derivative of its energy is

φ_qq = k r₀² a² + t r₀(|en|² − a²).

For the M–O bonds a = 0.439 and |en|² = 0.822. The four together contribute 18.8 + 5.6 = 24.4 eV. The O–O bonds lie along the cube axes, so their second term vanishes. Their sum is

300(0.2550)²[2(1) + 2(1) + 2(0.683)²] = 96.2 eV.

Removing all ten bonds therefore contributes −½(120.6 eV)(0.01)² = −0.0060 eV, more than half of the −0.0106 eV. The rest contains the altered stiffness of displaced bonds, ionic response and higher-order terms, which have not been separated.

The splitting between orientations is described much better. The linear values give 0.0179 eV and the full ones 0.0178 eV. In this example the nonlinear shifts of the two orientations are nearly equal and largely cancel in the difference.

Cell size also matters. For cells of 2×2×2, 3×3×3 and 4×4×4 cubic units, p is −2.605, −2.854 and −2.887 eV. The largest cell would raise the linear shift of the symmetric vacancy from 0.0343 to 0.0380 eV. Cells of 5×5×5 and 6×6×6 units give −2.894 and −2.896 eV. The full shift at 1% grows from 0.0237 eV in the smallest cell to 0.0261 eV from 4×4×4 onward, and the linear overestimate stays at 45 to 46%. The second state moves similarly. In the 5×5×5 cell the in-plane orientation has P_xx = P_yy = −4.075 eV, P_zz = −2.924 eV and P_xy = −1.324 eV. The linear shifts of the two orientations become 0.0615 and 0.0421 eV and the full ones 0.0497 and 0.0305 eV, so the splitting is 0.0194 eV linear and 0.0192 eV full.

The relaxation volume gives a separate check on P. In the 3×3×3 cell, direct release of the pressure changes the volume by −0.002200 nm³, while (13) gives −0.002183 nm³. The difference is 0.8% of the latter. In the smallest cell it is 2.6%, consistent with (13) being a large-cell result.

**Meaning for a gate oxide**

At an anneal, dilute neutral vacancies in equilibrium have a concentration proportional to exp(−E_f/k_BT). At 1000 K, k_BT = 0.0862 eV. With μ and temperature held fixed, the linear shift of the symmetric vacancy multiplies its concentration by

exp(−0.0343/0.0862) = 0.67.

The full static shift gives exp(−0.0237/0.0862) = 0.76. With the strain still counted from the static lattice, the classical vibrational free energy adds 0.0033 eV to the shift and lowers this factor to 0.73. At 1000 K, however, that lattice is under about 2.8 GPa of thermal compression. If the strain is counted from the thermally expanded lattice, 0.48% larger in the quasi-harmonic approximation, the free-energy dipole is p = −2.32 eV, against −2.885 eV on the static lattice; for static ions the corresponding values are −2.07 and −2.605 eV. The free-energy shift is then 0.020 eV and the factor about 0.8. These values hold for the 96-atom cell. In larger cells the static factor falls from 0.76 to 0.74, and the vibrational term is 0.0038 eV in the 3×3×3 cell.

The lattice constant and the bulk modulus of 209 GPa are in the rough range of hafnia, but the bonds are not fitted to it. Even the sign of p is a consequence of the chosen preloads. If the M–M preload is changed from −1 to −5 eV/nm and the O–O preload is rebalanced, the bulk modulus stays at 209 GPa but p becomes +1.26 eV, and tension then lowers E_f to first order. The model cannot say whether tension adds or removes vacancies in a real oxide. The formation energy of 5.29 eV at zero strain (5.24 eV in large cells) follows largely from the chosen bond depth and μ, and is not a prediction. Real hafnia films may be monoclinic, polycrystalline or amorphous, with several kinds of oxygen site and hence several dipoles. The calculated film stress of 4.0 GPa is high for a gate film; a stress of about 1 GPa would reduce the linear shifts roughly fourfold.

The neutral-charge assumption can matter more than any correction above. For charge q in units of e, the formation energy contains q(E_V + E_F), where E_V is the valence-band edge and E_F the Fermi level measured from it. At fixed E_F the slope acquires the term q dE_V/dε. This must be combined with the charged cell's energy using the same zero of electric potential.

Let the band-edge potential be the change of E_V per unit volume strain. With a rough size of 2 eV for it and q = 2, this term has magnitude 2(2 eV)(0.01317) = 0.053 eV. That is larger than the linear shift of the symmetric neutral vacancy, 0.034 eV, and close to that of the in-plane state, 0.057 eV; in large cells these two shifts are 0.038 and 0.062 eV. Its sign depends on the band edge. The estimate counts volume strain only. The film strain is also tetragonal, and a degenerate band edge splits linearly under it. A rough nearest-neighbour tight-binding model of the oxygen 2p band gives a splitting of about 0.1 eV, more than the volume term of 0.026 eV per unit charge. In a gate field of 2 MV/cm, the energy of the same charge also changes by 0.40 eV over 1 nm. That is a dependence on position, not a strain slope, but it can dominate where charged vacancies reside. Equation (1) with the neutral dipole should therefore be used for a gate stack only where the vacancies are known to be neutral. The numerical output below lists the main values used here.

Table of computed values

```
lattice constant: 0.510 nm
bond lengths MM, MO, OO: [0.3606 0.2208 0.255 ] nm
bond stiffness MM, MO, OO: [100. 500. 300.] eV/nm^2
bond preload MM, MO, OO: [ -1.     10.    -10.133] eV/nm
M-O bond depth: 2.50 eV
bond softening g/k: 30.0 1/nm
oxygen chemical potential in model: -4.00 eV
extra cation pull: 5.0 eV/nm
atoms in perfect example cell: 96
C11, C12, B: 373.3, 127.5, 209.4 GPa
largest slope error, 12 cases: 2.9e-06 eV
frozen and relaxed slopes: 6.49632, 6.49633 eV
frozen and relaxed curvatures: 6459.6, 6335.2 eV
symmetric dipole before ion relaxation: -2.2232 eV
symmetric P xx,yy,zz: -2.6050, -2.6050, -2.6050 eV
symmetric P xy,xz,yz: 0.0000, -0.0000, 0.0000 eV
symmetric E_f at zero strain: 5.2894 eV
symmetric film change, linear and full: 0.03430, 0.02367 eV
symmetric remainder ratio on halving strain: 3.997
in-plane P xx,yy,zz: -3.7661, -3.7661, -2.7002 eV
in-plane P xy,xz,yz: -1.3364, -0.0000, -0.0000 eV
in-plane E_f at zero strain: 5.3608 eV
in-plane film change, linear and full: 0.05687, 0.04644 eV
in-plane remainder ratio on halving strain: 3.997
tilted P xx,yy,zz: -2.7002, -3.7661, -3.7661 eV
tilted P xy,xz,yz: -0.0000, -0.0000, -1.3364 eV
tilted E_f at zero strain: 5.3608 eV
tilted film change, linear and full: 0.03893, 0.02862 eV
tilted remainder ratio on halving strain: 3.997
film strain xx=yy, zz: 1.000, -0.683 %
film strain trace: 1.317 %
in-plane film stress: 4.016 GPa
symmetric p, 2x2x2 cell: -2.6050 eV
symmetric p, 3x3x3 cell: -2.8542 eV
symmetric p, 4x4x4 cell: -2.8872 eV
relaxation volume 2x2x2, direct and trP/3B: -0.002044, -0.001993 nm^3
relaxation volume 3x3x3, direct and trP/3B: -0.002200, -0.002183 nm^3
anneal temperature: 1000 K
thermal energy: 0.08617 eV
concentration factor, symmetric, linear law: 0.6716
neglected quadratic and higher, symmetric: -0.01063 eV
neglected vibrational shift, symmetric: 0.00333 eV
rough band-edge potential: 2.0 eV
band-edge shift size if charge is +2e: 0.0527 eV
gate field and distance: 2.0 MV/cm, 1.0 nm
field energy size if charge is +2e: 0.400 eV
```
